# Vacancy Density in Randomly Mixed Amorphous Oxides, part 2

How far does the density of oxygen vacancies fall when some indium in an amorphous indium oxide film is replaced by aluminium, which binds oxygen more strongly? In the model, each oxygen site has $z$ cation neighbours, each independently a dopant with probability $p$. The cations are frozen. A shell has $k$ dopants with probability $P_k=\binom zk p^k(1-p)^{z-k}$.

Energies are in eV, and $\beta=1/k_BT$. Taking the oxygen atom from a site to the reservoir costs free energy $g$, which is $g_k=g_0+k\Delta$ for $k$ dopant neighbours. The vacant state has weight $w=e^{-\beta g}$ relative to the filled state. A site can lose its oxygen only once (site blocking), so it is vacant with probability $\theta=w/(1+w)$, and $\theta\simeq w$ in the dilute regime. With $N_O$ the density of oxygen sites, the dilute vacancy density at fixed temperature, oxygen chemical potential and Fermi level is

$$\boxed{n_V\simeq N_Oe^{-\beta g_0}F^z,\qquad
F=1-p+pe^{-\beta\Delta}.} \tag{12}$$

We write $b=e^{-\beta\Delta}$, and $S=F^z$ for the suppression relative to the film without dopant. A neighbour of a vacancy is a dopant with probability $p'=pb/F$.

The example has an anneal at $T=573$ K, $k_BT=0.04938$ eV, $z=4$, $N_O=4.5\times10^{22}$ cm$^{-3}$, $g_0=0.50$ eV and $\Delta=0.30$ eV. The dopant fraction of the cations is $x=0.10$. Dopant and host cations have $c_D=4.5$ and $c_H=5.5$ oxygen neighbours, which gives $p=0.0833$. Then $F=0.9169$ and $S=0.707$: the density falls from $1.80\times10^{18}$ to $1.27\times10^{18}$ cm$^{-3}$, a vacant fraction of $2.83\times10^{-5}$. The mean-energy estimate, which puts the mean vacancy energy into one Boltzmann factor, wrongly gives a ratio of 0.13. Equation (12) was checked by a full sum over a ring of seven cations and seven oxygen sites.

### Charged vacancies and the Fermi level

The power law was derived at a fixed Fermi level. This is immaterial for neutral vacancies, but a vacancy that donates two electrons changes the Fermi level on which its own energy depends. Let $\eta$ be the Fermi energy measured from the conduction-band edge in units of $k_BT$. The formation energy of a doubly positive vacancy contains twice the Fermi energy, and its weight contains $e^{-2\eta}$.

Compare films with and without dopant at the same temperature, oxygen chemical potential and band parameters. The subscript $h$ marks the film without dopant, and $r=n_V/n_{V,h}$. Then

$$r=Se^{-2(\eta-\eta_h)}. \tag{29}$$

The dopant is isovalent and supplies no electrons. If the vacancies are all doubly charged and supply all the electrons, neutrality requires $n=2n_V$, and $n/n_h=r$. In a non-degenerate band $n\propto e^\eta$, so that $e^{\eta-\eta_h}=r$. Equation (29) becomes $r=Sr^{-2}$, or

$$r=S^{1/3}=F^{z/3}. \tag{30}$$

The exponent is divided by three. When the dopant removes vacancies, the electron density and the Fermi level fall. This makes charged vacancies cheaper and restores part of the loss.

Degeneracy strengthens the feedback. For a parabolic band, with energy $\epsilon$ in units of $k_BT$,

$$n=N_c\frac{2}{\sqrt\pi}\int_0^\infty\sqrt\epsilon\,f\,d\epsilon,
\qquad f=\frac1{1+e^{\epsilon-\eta}}, \tag{31}$$

where $N_c=2(m^*k_BT/2\pi\hbar^2)^{3/2}$ and $m^*$ is the band mass. Since $\partial f/\partial\eta=f(1-f)<f$, we have $d\ln n/d\eta<1$. A given relative change of $n$ therefore requires a larger change of $\eta$ than in the non-degenerate case. Write $\eta-\eta_h=s\ln r$, where $s>1$ is the mean of $d\eta/d\ln n$ between the two films. Then Eq. (29) gives

$$r=Sr^{-2s},\qquad r=S^{1/(1+2s)}. \tag{32}$$

For $S<1$ this lies closer to 1 than $S^{1/3}$.

For the numbers, the film without dopant is assigned the same vacancy density as before, $1.80\times10^{18}$ cm$^{-3}$, and hence $3.60\times10^{18}$ electrons per cm$^3$. With $m^*=0.30$ electron masses, $N_c=1.09\times10^{19}$ cm$^{-3}$ at 573 K. The non-degenerate formula gives $r=0.891$, and solving Eqs. (29) and (31) with neutrality gives $r=0.898$. The suppression is then about 10% instead of 29%. This is the largest correction to the ratio among those evaluated here.

### Hydrogen donors

Hydrogen can act as a donor in such oxides. Let both films contain the same density $N_H$ of ionized hydrogen donors, and let hydrogen not occupy the vacancies. Neutrality becomes

$$n=N_H+2n_V. \tag{33}$$

In a non-degenerate band, Eq. (29) reads $r=S(n_h/n)^2$. If $N_H$ greatly exceeds $2n_V$ in both films, $n_h/n\to1$ and $r\to S$. The hydrogen holds the Fermi level, and the full power $z$ returns.

In a degenerate band the approach is slower. Take $N_H=1\times10^{20}$ cm$^{-3}$ and again assign $1.80\times10^{18}$ vacancies per cm$^3$ to the film without dopant. Now $n_h=1.036\times10^{20}$ cm$^{-3}$ and $n_h/N_c=9.5$. Replacing $f$ in Eq. (31) by a step gives $n\simeq N_c(4/3\sqrt\pi)\eta^{3/2}$, from which $\eta_h\simeq5.4$ and $d\eta\simeq\tfrac23\eta\,dn/n$. For a trial value $r=0.75$,

$$\begin{aligned}
\frac{\delta n}{n_h}&\simeq-\frac{2\times0.25\times1.80\times10^{18}}
{1.036\times10^{20}}=-0.0087,\\
\delta\eta&\simeq\tfrac23\times5.4\times(-0.0087)=-0.031.
\end{aligned} \tag{34}$$

Equation (29) then returns $r\simeq0.707\,e^{0.062}=0.75$, consistent with the trial. The numerical solution is 0.754. A change of less than 1% in the electron density is enough to shift the vacancy density by several per cent, because the Fermi energy is several times $k_BT$.

### Dopants that cluster

Suppose that dopants gather in some regions. A simple description gives each shell a local probability $q$, with mean $p$, and draws its neighbours independently once $q$ is chosen. Two neighbours of the same site then have covariance $\operatorname{Var}q$. Dividing by the variance $p(1-p)$ of one neighbour defines the pair correlation coefficient

$$\rho=\frac{\operatorname{Var}q}{p(1-p)}. \tag{35}$$

Put $q=p+\delta q$. The local value of the single-neighbour average is $1-(1-b)q=F-(1-b)\delta q$. Expanding its power and using $\langle\delta q\rangle=0$,

$$\begin{aligned}
\left\langle[F-(1-b)\delta q]^z\right\rangle
\simeq{}&F^z+\binom z2\rho\,p(1-p)\\
&\times(1-b)^2F^{z-2}.
\end{aligned} \tag{36}$$

The omitted terms contain third and higher moments of $\delta q$. The correction is positive: clustered dopants crowd into the same shells and leave more shells free of them.

For $\rho=0.10$ the correction is $6\times0.10\times0.0764\times0.995\times0.841=0.038$, which raises the ratio to 0.745. If $q$ follows a beta distribution, the full average is 0.741. The suppression is weakened, but the mean-energy estimate of 0.13 remains far away. This description covers positive correlation; dopants that avoid one another require a different distribution.

### Unequal coordination

In an oxide with two cations for every three oxygen atoms, counting the bonds from both ends gives $2\bar c=3\bar z$, where the bars denote averages. For the doped film,

$$\bar z=\tfrac23(0.10\times4.5+0.90\times5.5)=3.6. \tag{37}$$

The choice $z=4$ is therefore a simplification. Let a fraction $a_z$ of the sites have $z$ neighbours and host-shell free energy $g_0(z)$, let $p$ be the same for sites of every coordination, and hold the fractions $a_z$ fixed on doping. The suppression becomes

$$\frac{n_V(p)}{n_V(0)}=
\frac{\sum_za_ze^{-\beta g_0(z)}F^z}{\sum_za_ze^{-\beta g_0(z)}}. \tag{38}$$

This is a weighted mean with positive weights. If the sites have three or four neighbours, it lies between $F^4=0.707$ and $F^3=0.771$. If removing oxygen from a threefold site is cheaper by several $k_BT$, and such sites are not rare, the result lies near $F^3$. The relevant exponent is then the coordination of the sites that supply the vacancies, not the mean coordination. A change of the fractions $a_z$ on doping is not included.

### Energies that do not add

Let every pair of dopants in a shell add an energy $J$, so that $g_k=g_0+k\Delta+Jk(k-1)/2$. The binomial sum no longer factorizes. The first two terms, $k=0$ and $k=1$, are unaffected. For $J=-0.10$ eV the term with two dopants is

$$P_2b^2e^{-\beta J}\simeq0.035\times(5.3\times10^{-6})\times7.6
=1.4\times10^{-6}. \tag{39}$$

The full sum remains 0.7067 to four digits. Additivity matters little here because sites with two strong binders contribute almost nothing. A sufficiently negative $J$ removes this protection. With $k$ dopants the pair energy cancels the penalty $k\Delta$ at $J=-2\Delta/(k-1)$, so the fullest shells are affected first: for $k=4$ the cancellation occurs at $J=-0.20$ eV, where such shells are still too rare, $P_4=p^4=4.8\times10^{-5}$, to change the sum. They begin to matter near $J=-0.28$ eV, where $g_4$ is close to zero. These sites are then no longer dilute and $\theta$ must replace $w$. Their contribution to the vacant fraction cannot exceed $P_4$, compared with $2.8\times10^{-5}$ from shells without dopant. The protection is also absent if the dopant binds oxygen weakly and sites with many dopants dominate.

### A spread of site energies

An amorphous network also has variations of bond length and angle. Represent them by a Gaussian shift of $g_0$ with zero mean and standard deviation $\sigma$, independent of the kinds of neighbours. Completing the square in the Gaussian integral gives

$$\int_{-\infty}^{\infty}\frac{dv}{\sigma\sqrt{2\pi}}
e^{-v^2/2\sigma^2-\beta v}=e^{\beta^2\sigma^2/2}. \tag{40}$$

In the dilute regime this factor multiplies the density with and without dopant equally and cancels from the ratio. It does not cancel from the density itself. For $\sigma=0.10$ eV, $\beta\sigma=2.03$ and the factor is 7.8. With site blocking included, the density without dopant increases by a factor of 7.7, while the suppression stays at 0.707. Within this model, the absolute density is thus much less certain than the ratio.

The integrand in Eq. (40) is a Gaussian centred at $v=-\beta\sigma^2$. In a film without dopant, the sites that dominate the dilute sum therefore have energies near $g_0-\beta\sigma^2$. When

$$\sigma^2=g_0k_BT, \tag{41}$$

this centre lies at zero energy, where a site is half vacant. Blocking multiplies the dilute weight by $1/(1+e^{-\beta g})$, and this factor satisfies

$$\frac1{1+e^{-\beta g}}+\frac1{1+e^{\beta g}}=1. \tag{42}$$

Its average over a distribution symmetric about $g=0$ is $1/2$. Blocking thus removes half of the dilute estimate. In the example this happens at $\sigma=\sqrt{0.50\times0.04938}=0.157$ eV. For a spread of this size, Eq. (12) multiplied by the Gaussian factor can no longer be used.

### Vacancies that attract one another

Suppose that a vacancy attracts another on any of 12 nearby oxygen sites with energy 0.10 eV. To lowest order in the density, and with the average vacant fraction used for these sites, the expected number of near partners is

$$12\times(2.83\times10^{-5})\times e^{0.10/0.04938}
=2.6\times10^{-3}. \tag{43}$$

Sites near a vacancy share some of its cations, which are mostly hosts. This can raise their mean weight at most to that of a host shell, a factor of $1/0.707=1.4$. Pairing is therefore a small correction at this density and attraction. It grows in proportion to the density and exponentially with the attraction.

### Can the film reach equilibrium?

The formula describes equilibrium at the temperature at which vacancies can still be exchanged with the surroundings. Take an attempt rate of $10^{13}$ s$^{-1}$, a hopping barrier of 1.3 eV and a hop length of 0.3 nm as rough values. In one hour at 573 K a vacancy makes $1.3\times10^5$ hops. For a random walk in three dimensions, the root-mean-square displacement along the film normal is

$$0.3\ \text{nm}\times\sqrt{\frac{1.33\times10^5}{3}}=63\ \text{nm}. \tag{44}$$

This exceeds the assumed film thickness of 30 nm, so diffusion does not prevent equilibration if every hop has this barrier. A spread of site energies slows the motion. If the barrier is counted from the mean site energy and the saddle points are level, the mean waiting time grows by the factor of Eq. (40). For $\sigma=0.10$ eV the displacement falls to $63/\sqrt{7.8}=23$ nm, and one hour no longer suffices. Slow exchange of oxygen at the surface still could. At 300 K the same attempt rate and barrier give about 0.5 hops in ten years. The density in use is then one frozen in during processing, and putting 300 K into Eq. (12) would not describe it. During cooling, the density freezes at a temperature that depends on the cooling rate; if cooling is fast, this temperature lies close to that of the anneal.

### The model and a real film

The anneal temperature and film thickness are of the order met in oxide thin-film transistors, and aluminium is isovalent with indium and binds oxygen more strongly. An electron density of $3.6\times10^{18}$ cm$^{-3}$ is high for a transistor channel but can still be depleted in a sufficiently thin film. At 30 nm this is marginal: the sheet density is $1.1\times10^{13}$ cm$^{-2}$, and for a dielectric constant near 9 full depletion from one side needs a band bending of about 3 eV, of the order of the gap. The bending falls as the square of the thickness. The hydrogen example, with $10^{20}$ cm$^{-3}$, describes a conducting film: at a thickness of 30 nm it holds $3\times10^{14}$ electrons per cm$^2$, more than a gate with an ordinary oxide dielectric can remove before breakdown. The values of $g_0$ and $\Delta$ are less secure. The choice $g_0=0.50$ eV serves to place the density near $10^{18}$ cm$^{-3}$; it stands for oxygen-poor conditions, and in oxygen-rich conditions the energy would be considerably larger. The suppression does not depend on $g_0$ while the vacancies are dilute and the Fermi level is fixed, and it depends weakly on $\Delta$ once $\beta\Delta$ is large. Among the assumptions tested here with numbers, the fixed Fermi level affects the ratio most. If doubly charged vacancies supply the electrons, the ratio moves from 0.71 to 0.90; with $10^{20}$ cm$^{-3}$ hydrogen donors it is 0.75. These figures omit electron traps, other donors, hydrogen inside vacancies and any change of the conduction band caused by aluminium. They also assume a fixed set of oxygen sites and a value of $g_0$ that the dopant leaves unchanged, which an amorphous network need not provide. They describe the removal of cheap sites alone and set no bound on how far aluminium can lower the carrier density of a real film. The numerical output lists the values behind them.

## Computed values

```
anneal temperature = 573 K, kT = 0.04938 eV
neighbours z = 4, oxygen sites N_O = 4.50e+22 cm^-3
host-shell energy g0 = 0.50 eV, step delta = 0.30 eV
coordination: dopant 4.5, host 5.5
cation fraction x = 0.10, bond fraction p = 0.0833
exp(-g0/kT) = 4.002e-05, exp(-delta/kT) = 2.298e-03
single-neighbour average F = 0.91686
suppression F^z = 0.7067
vacancies without dopant = 1.801e+18 cm^-3
vacancies with dopant = 1.273e+18 cm^-3
full ring sum, vacant fraction = 2.827998e-05
power law, vacant fraction = 2.828111e-05
false mean-energy suppression = 0.1320
strong-binder limit (1-p)^z = 0.7061
suppression if delta = 0.15 eV: 0.7185
dopant share next to a vacancy p' = 2.089e-04
mean energy over vacancies = 0.50025 eV
mean energy over all sites = 0.6000 eV
x = 0.05: p = 0.0413, F^z = 0.8451, mean-energy = 3.67e-01
x = 0.10: p = 0.0833, F^z = 0.7067, mean-energy = 1.32e-01
x = 0.20: p = 0.1698, F^z = 0.4759, mean-energy = 1.61e-02
x = 0.40: p = 0.3529, F^z = 0.1762, mean-energy = 1.88e-04
tenfold suppression: p = 0.4387, x = 0.4885
--- neglected effects ---
site blocking, relative bound = 4.00e-05
mean oxygen coordination = 3.60
suppression of 3-neighbour sites F^3 = 0.7707
clustered dopants, rho = 0.10: suppression = 0.7412
pair term -0.10 eV: suppression = 0.7067
energy spread sigma = 0.10 eV: dilute gain = 7.77
with spread and blocking: gain without dopant = 7.66
with spread and blocking: suppression = 0.7067
spread at which blocking halves density = 0.1571 eV
vacancy pairing: 12 sites, attraction 0.10 eV
vacancies with a near partner, fraction = 2.57e-03
band mass = 0.30 m_e, N_c at anneal = 1.088e+19 cm^-3
electrons from 2+ vacancies, no dopant = 3.602e+18 cm^-3
2+ vacancies, non-degenerate F^(z/3) = 0.8907
2+ vacancies, with degeneracy = 0.8978
2+ with 1e+20 cm^-3 H donors = 0.7535
hop barrier = 1.3 eV, attempt rate = 1e+13 s^-1
hop length = 0.3 nm, film thickness = 30 nm
hops in 1 h anneal = 1.33e+05, rms depth = 63 nm
hops in 10 years at 300 K = 0.46
```
